\section*{Tauc and Cody absorption laws for amorphous semiconductors with parabolic edges, part 2}

The absorption spectrum of an amorphous semiconductor has no step at which a gap could be read off. The gap is found by extending a straight line in a Tauc or Cody plot to zero, and the same data then give two different gaps. How far apart must they lie?

Light of photon energy $E=\hbar\omega$, polarised along $x$, excites independent electrons of charge $-e$ and mass $m$, with $H=\mathbf p^2/2m+U(\mathbf r)$; $p$ is the $x$ component of momentum. Formulas are in SI form, with energies in eV. Assumption A2 sets the densities of states per volume, energy and spin to
\begin{equation}
N_v(E')=C_v\sqrt{E_V-E'},\qquad N_c(E')=C_c\sqrt{E'-E_C},
\label{eq:dos}
\end{equation}
and to zero in the gap $G=E_C-E_V$. With $\Delta=E-G>0$, the joint density of states is
\begin{equation}
J(E)=\int N_v(E')\,N_c(E'+E)\,dE'=\frac{\pi}{8}\,C_vC_c\,\Delta^2 .
\label{eq:joint}
\end{equation}
A coefficient $C$ ($C_v$ or $C_c$) can be expressed as a mass $m^*$, with $\epsilon$ measured from the edge into the band:
\begin{equation}
N=\frac{1}{6\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}\frac32\,\epsilon^{1/2}
=\frac{1}{4\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}\sqrt{\epsilon}.
\label{eq:mass}
\end{equation}

For a sample of volume $V$, the imaginary part of the relative permittivity is
\begin{equation}
\varepsilon_2(E)=\frac{2\pi e^2}{\varepsilon_0V}\sum_{v,c}|x_{cv}|^2\,\delta(E_{cv}-E),
\label{eq:eps2x}
\end{equation}
summed over valence–conduction pairs of one spin, with $E_{cv}=E_c-E_v$. Momentum is not conserved: cells of volume $\Omega$ contribute to the matrix elements without correlation. Assumption A4 holds either the average momentum element $P$ or the dipole length $R$ constant in $E$, where $P=m\omega R$. Then
\begin{equation}
\varepsilon_2=K_T\frac{\Delta^2}{E^2}\ \ \text{(Tauc, constant $P$)},\qquad
\varepsilon_2=K_C\Delta^2\ \ \text{(Cody, constant $R$)}.
\label{eq:both}
\end{equation}
Here $K_C=(\pi^2/4)(e^2/\varepsilon_0)R^2\Omega C_vC_c$ and $K_T=K_C\,\hbar^2P^2/(m^2R^2)$.

With refractive index $n$, absorption coefficient $\alpha$ and speed of light $c$, $n\alpha=E\,\varepsilon_2/(\hbar c)$. The correct plots are therefore straight:
\begin{align}
\text{Tauc:}\quad (n\alpha E)^{1/2}&=\left(\frac{K_T}{\hbar c}\right)^{1/2}(E-G),\label{eq:plotT}\\
\text{Cody:}\quad \left(\frac{n\alpha}{E}\right)^{1/2}&=\left(\frac{K_C}{\hbar c}\right)^{1/2}(E-G).\label{eq:plotC}
\end{align}

The closing numerical output also lists earlier checks of the golden-rule decay rate and of the pair sum for random and equal signs of the cell elements.

\subsection{Proposition: the gap read from the wrong plot}

\paragraph{Proposition.} Draw the tangent to the plotted curve at the energy $E=G+\Delta$ and extend it to zero. Data that obey the Cody law, drawn in a Tauc plot, give the apparent gap
\begin{equation}
G_{C\to T}=G+\frac{\Delta^2}{G+2\Delta}.
\label{eq:ct}
\end{equation}
Data that obey the Tauc law, drawn in a Cody plot, give
\begin{equation}
G_{T\to C}=G-\frac{\Delta^2}{G}.
\label{eq:tc}
\end{equation}

\paragraph{Proof.} A tangent to $y(E)$ reaches zero at $E-y/y'$, and constant factors of $y$ cancel. In the first case $(n\alpha E)^{1/2}\propto E\sqrt{\varepsilon_2}$, so $y=E(E-G)$ and $y'=2E-G$. The intercept is
\begin{equation}
E-\frac{E(E-G)}{2E-G}=\frac{E^2}{2E-G}=\frac{(G+\Delta)^2}{G+2\Delta}=G+\frac{\Delta^2}{G+2\Delta}.
\end{equation}
The last step uses $(G+\Delta)^2=G(G+2\Delta)+\Delta^2$. In the second case $(n\alpha/E)^{1/2}\propto\sqrt{\varepsilon_2}$, so $y=(E-G)/E=1-G/E$ and $y'=G/E^2$. The intercept is
\begin{equation}
E-\frac{E(E-G)}{G}=\frac{E(2G-E)}{G}=\frac{(G+\Delta)(G-\Delta)}{G}=G-\frac{\Delta^2}{G}.\qquad\square
\end{equation}

Both errors vanish as $\Delta^2$ at the edge, where they are equal in size and opposite in sign to leading order. Further up, the wrong plot gives a gap that depends on where the line is drawn. A thin film, in which weak absorption is hard to measure, pushes the line to higher energy and so changes the gap read from the wrong plot, even if the material is the same.

\subsection{Worked example}

Take round parameters in the regime of hydrogenated amorphous silicon, all of them rough: $G=1.65$ eV, $C_v=C_c=10^{22}\ \text{cm}^{-3}\,\text{eV}^{-3/2}$, $R=0.10$ nm and $\Omega=0.15\ \text{nm}^3$. By the relation \eqref{eq:mass} between coefficient and mass, the density of states corresponds to 2.05 free-electron masses. In metres, $R^2\Omega=1.5\times10^{-48}\ \text{m}^5$ and $C_vC_c=10^{56}\ \text{m}^{-6}\,\text{eV}^{-3}$. With $e^2/\varepsilon_0$ expressed in eV\,m, these give $K_C=6.697\ \text{eV}^{-2}$.

The momentum element is chosen so that both laws agree at 2.0 eV. This requires $P=2.768\times10^{-25}$ kg\,m/s and $K_T=6.697\times2.0^2=26.79$. At 2.0 eV, where $\Delta=0.35$ eV,
\begin{equation}
\varepsilon_2=6.697\times0.35^2=0.820=26.79\times\frac{0.35^2}{2.0^2}.
\end{equation}
The index is modelled by a single oscillator, $n^2=1+10.5/[1-(E/3.6\ \text{eV})^2]$, which gives $n=4.02$ at 2.0 eV. The absorption coefficient is then $2.07\times10^4\ \text{cm}^{-1}$ for both laws. At 2.6 eV the Cody law gives $\varepsilon_2=6.04$ and the Tauc law 3.58. The ratio is 1.69, which is $(2.6/2.0)^2$.

Each law is straight in its own plot. The Cody ordinates are 145.6 and 378.7 $(\text{eV\,cm})^{-1/2}$ at 1.9 and 2.3 eV, and the line through them reaches zero at
\begin{equation}
1.9-\frac{145.6\times0.4}{378.7-145.6}=1.65\ \text{eV}.
\end{equation}
The Tauc ordinates 291.3 and 757.3 $(\text{eV/cm})^{1/2}$ lead to the same gap.

Now exchange the plots. At 2.1 eV, $\Delta=0.45$ eV, and the proposition gives
\begin{align}
G_{C\to T}&=1.65+\frac{0.45^2}{1.65+0.90}=1.729\ \text{eV},\\
G_{T\to C}&=1.65-\frac{0.45^2}{1.65}=1.527\ \text{eV}.
\end{align}
Straight-line fits over the window 1.9 to 2.3 eV give 1.724 and 1.537 eV. Over the window 2.2 to 2.6 eV they give 1.824 and 1.320 eV. Moving the window up by 0.3 eV thus raises the gap of Cody-type data in the Tauc plot by 0.10 eV, and lowers that of Tauc-type data in the Cody plot by 0.22 eV.

\paragraph{Remark: a good straight line proves little.} For Cody-type data in a Tauc plot the fit can be worked out. Let $\bar E$ be the centre of the window and $u=E-\bar E$. Then
\begin{equation}
E(E-G)=\bar E(\bar E-G)+(2\bar E-G)u+u^2 .
\end{equation}
On points placed symmetrically about the centre, the least-squares line has the slope $2\bar E-G$ of the tangent and lies above it by the mean $\langle u^2\rangle$. Its intercept is therefore lower than that of the tangent by $\langle u^2\rangle/(2\bar E-G)$. For 41 points spaced by 0.01 eV, $\langle u^2\rangle=0.01^2(41^2-1)/12=0.0140\ \text{eV}^2$. The lowering at $\bar E=2.1$ eV is $0.0140/2.55=0.005$ eV, which accounts for the difference between 1.729 and 1.724 eV.

The largest deviation from the line occurs at the ends of the window and equals $0.2^2-0.0140=0.026\ \text{eV}^2$. Relative to the largest ordinate, $2.3\times0.65=1.495\ \text{eV}^2$, this is 1.7\%. In the upper window the largest ordinate is $2.6\times0.95=2.47\ \text{eV}^2$, and the relative deviation drops to 1.05\%, although the error of the gap has more than doubled. The quality of the line is thus a poor guide here. A better one is to fit two separate windows: within the model, and with $n$ kept in the ordinates, the correct plot returns the same gap from both.

\subsection{What the model leaves out}

\paragraph{Band tails.} Measure energy from each edge into its band, so that the gap lies at negative values. Keep the square root above $w/2$ on this scale, and replace it below $w/2$ by an exponential of width $w$ that runs on into the gap. At $w/2$ the logarithmic slope of the square root is $1/(2\cdot w/2)=1/w$, so value and slope join smoothly. The number of states added per volume and spin, divided by $C$, is
\begin{equation}
\sqrt{\frac w2}\;w-\frac23\left(\frac w2\right)^{3/2}=\frac{\sqrt2}{3}\,w^{3/2}.
\end{equation}
To leading order these states lie at the edge of their band, and their partners lie at $\Delta$ in the other band. They add to $J$ a term proportional to $\sqrt\Delta$, which matters more, relative to $\Delta^2$, at low energy. The low end of the plotted line is raised most, and the intercept moves down. For widths of 50 meV (valence) and 25 meV (conduction), with $R$ held constant, the Cody gap fitted between 1.9 and 2.3 eV shifts by $-22.5$ meV.

For photon energies well below the gap the joint density of states becomes exponential. Writing $y$ for the energy of the final state above the conduction edge, a valence tail of width $w_v$ contributes $e^{(\Delta-y)/w_v}$. The factor $e^{\Delta/w_v}$ can be taken out of the integral over $y$, which converges at negative $y$ because the conduction tail is narrower. The wider tail therefore sets the slope. For photon energies between 0.32 and 0.30 eV below the gap the calculated slope energy is 50.0 meV, the width of the valence tail.

\paragraph{Dispersion of the index.} If $n$ is dropped from the ordinates as though it were constant, both correct plots become proportional to $(E-G)/\sqrt n$. Their fitted gaps therefore shift by the same amount. For the tangent, $y'/y=1/\Delta-n'/(2n)$ with $n'=dn/dE$, and to leading order the intercept is $G-\Delta^2n'/(2n)$. A rising index lowers the gap. The fit between 1.9 and 2.3 eV gives $-23.4$ meV for both laws. The shift grows as $\Delta^2n'/n$: between 2.2 and 2.6 eV it is about $-0.10$ eV with the oscillator index of the example. With $n$ dropped, the correct plot therefore drifts by about $-0.08$ eV between the two windows, while Cody-type data in the Tauc plot drift by only about $+0.06$ eV. The oscillator is undamped, and an index that levels off towards its maximum gives a smaller shift in the upper window.

\paragraph{Temperature.} A rough gap coefficient of $-0.45$ meV/K moves the gap by $-0.45\times50=-22.5$ meV between 300 and 350 K. That this equals the tail shift is a coincidence, since the two have unrelated inputs. The temperature must be stated with any gap quoted to 10 meV. Absorption or emission of phonons during the transition is a separate effect; it is neither included nor sized here.

\paragraph{Interference.} The derivation starts from a known $\alpha$. In a film of thickness $d=500$ nm between air and thick glass of index 1.5, light reflected once at each face adds to the direct wave. With internal reflection amplitudes $r_1=(n-1)/(n+1)$ and $r_2=(n-1.5)/(n+1.5)$, the logarithm of the transmission oscillates by $\pm2r_1r_2e^{-\alpha d}$ to leading order. At 2.0 eV, $\alpha d=1.03$. Dividing the oscillation by $\alpha d$ gives an error of up to about 19\% of $\alpha$ if the fringes are ignored. The evaluation of the measurement must therefore include them.

\paragraph{The end of the constant element.} Neither law can hold to arbitrarily high energy. Expanding the double commutator for a state $0$ gives
\begin{equation}
\langle0|[x,[H,x]]|0\rangle=2\sum_k(E_k-E_0)|x_{k0}|^2=\frac{\hbar^2}{m},
\end{equation}
where the right side follows from $[H,x]=-i\hbar p/m$ and $[x,p]=i\hbar$. For the ground state of an irregular potential in a box 2 nm long, the sum was 0.999999 of this value. When it is added over all occupied states, pairs that are both occupied cancel, because $E_k-E_0$ changes sign. With $\rho$ valence electrons per volume, half of them in each spin, \eqref{eq:eps2x} yields
\begin{equation}
\int_0^\infty E\,\varepsilon_2\,dE=\frac{2\pi e^2}{\varepsilon_0}\,\frac{\rho}{2}\,\frac{\hbar^2}{2m}
=\frac{\pi}{2}(\hbar\omega_p)^2,\qquad \omega_p^2=\frac{\rho e^2}{\varepsilon_0m}.
\end{equation}
Core electrons are left out, and so is the small extra strength that the valence electrons gain because the core states are filled. For $\rho=2.0\times10^{23}\ \text{cm}^{-3}$, $\hbar\omega_p=16.61$ eV. The Cody law of the example contributes $K_C(\Delta^4/4+G\Delta^3/3)$ up to $\Delta$ and would exhaust the sum at 5.21 eV. The Tauc law would do so at 8.42 eV. Since $\varepsilon_2$ is not negative, each law must have failed by about then. These energies are approximate upper limits and do not say where the failure begins.

\subsection{Comparison with real films}

Hydrogenated amorphous silicon has an optical gap of roughly 1.6 to 1.8 eV, an index near 4 in the red, an absorption coefficient of order $10^4\ \text{cm}^{-1}$ at 2 eV, and a valence tail of roughly 50 meV. The gap, index, absorption and valence-tail width of the example lie in this range. $R$ and $\Omega$ enter only as the product $R^2\Omega$, chosen to give absorption of the right size, and should not be read as measured lengths. For plane waves with the mass of the example and the excess energy shared equally, $1/k$ would fall from 0.39 nm at 1.9 eV to 0.20 nm at 2.6 eV, which is less than the edge of 0.53 nm of a cubic cell. The constancy of $R$ in the example is therefore an assumption, made in A4, and does not follow from the division into cells. Real films have tails, which A2 excludes; in the example this moves the Cody gap by about $-20$ meV, a value that belongs to the particular joining used above, which adds states at the edges, and is not fixed by the tail widths alone. In the same window, the wrong plot moves the fitted gap by $+74$ meV for Cody-type data and by $-113$ meV for Tauc-type data. The choice between the laws is therefore the larger uncertainty here, but a drift of the fitted gap between windows identifies the wrong law only if the measured $n(E)$ is kept in the ordinates and the drift clearly exceeds what tails and errors of the index can produce between the same windows. If $n$ is dropped, the correct plot can drift as much as the wrong one. Most of the individual values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
decay rate, propagated / golden rule: 1.0055
oscillator sum / free-electron value: 0.999999
pair sum / formula, two cutoffs: 1.007 0.994
integrated power of E-G, random dipoles: 2.98
integrated power of E-G, uniform dipoles: 1.58
gap G: 1.65 eV
DOS coefficient per spin: 1.0e+22 cm^-3 eV^-3/2
equivalent DOS mass: 2.05 m0
dipole length R: 0.10 nm; volume Omega: 0.15 nm^3
momentum P matched at 2.0 eV: 2.768e-25 kg m/s
K_C: 6.697 eV^-2; K_T: 26.79 (no unit)
E = 1.9 eV: n = 3.944, joint DOS = 2.454e+42 cm^-6 eV^-1
  eps2 Cody 0.4186, Tauc 0.4638
  alpha Cody 1.022e+04, Tauc 1.132e+04 cm^-1
  Cody law, (n alpha/E)^1/2: 145.6 (eV cm)^-1/2
  Tauc law, (n alpha E)^1/2: 291.3 (eV/cm)^1/2
E = 2.0 eV: n = 4.023, joint DOS = 4.811e+42 cm^-6 eV^-1
  eps2 Cody 0.8204, Tauc 0.8204
  alpha Cody 2.067e+04, Tauc 2.067e+04 cm^-1
  Cody law, (n alpha/E)^1/2: 203.9 (eV cm)^-1/2
  Tauc law, (n alpha E)^1/2: 407.8 (eV/cm)^1/2
E = 2.3 eV: n = 4.329, joint DOS = 1.659e+43 cm^-6 eV^-1
  eps2 Cody 2.8296, Tauc 2.1396
  alpha Cody 7.618e+04, Tauc 5.760e+04 cm^-1
  Cody law, (n alpha/E)^1/2: 378.7 (eV cm)^-1/2
  Tauc law, (n alpha E)^1/2: 757.3 (eV/cm)^1/2
E = 2.6 eV: n = 4.790, joint DOS = 3.544e+43 cm^-6 eV^-1
  eps2 Cody 6.0442, Tauc 3.5765
  alpha Cody 1.662e+05, Tauc 9.837e+04 cm^-1
  Cody law, (n alpha/E)^1/2: 553.4 (eV cm)^-1/2
  Tauc law, (n alpha E)^1/2: 1106.9 (eV/cm)^1/2
fit 1.9-2.3 eV, Cody data in Tauc plot: 1.724 eV, misfit 1.74 %
fit 1.9-2.3 eV, Tauc data in Cody plot: 1.537 eV, misfit 1.75 %
fit 2.2-2.6 eV, Cody data in Tauc plot: 1.824 eV, misfit 1.05 %
fit 2.2-2.6 eV, Tauc data in Cody plot: 1.320 eV, misfit 0.90 %
tangent at 2.1 eV: Cody in Tauc 1.729, Tauc in Cody 1.527 eV
tangent at 2.4 eV: Cody in Tauc 1.829, Tauc in Cody 1.309 eV
tail widths: valence 50, conduction 25 meV
slope energy of tail absorption: 50.0 meV
tails shift the Cody gap (1.9-2.3 eV) by -22.5 meV
n taken constant shifts the Cody gap by -23.4 meV
n taken constant shifts the Tauc gap by -23.4 meV
rough gap coefficient: -0.45 meV/K
gap shift from 300 to 350 K: -22.5 meV
film 500 nm on glass (n = 1.5): alpha d at 2.0 eV = 1.033
fringe error of alpha at 2.0 eV if ignored: +-19 %
valence electrons: 2.0e+23 cm^-3, plasma energy 16.61 eV
sum rule exhausted at: Cody 5.21 eV, Tauc 8.42 eV
\end{verbatim}
